# Magnus' Equation and the First Three Terms of the Exponent, part 2

We seek the exponent of the propagator for a time-dependent Hamiltonian. The finite square matrix \(Y(t)\) solves \(Y'=A(t)Y\) with \(Y(0)=1\), where \(A\) is continuous and a prime on a function of time means a \(t\)-derivative. We write \(Y=e^{\Omega}\) with \(\Omega(0)=0\). For quantum dynamics \(A=-iH/\hbar\), with \(H\) Hermitian.

The commutator operation is \(\mathrm{ad}_\Omega X=[\Omega,X]=\Omega X-X\Omega\). The spectral norm \(\|X\|\) obeys \(\|\mathrm{ad}_\Omega X\|\le2\|\Omega\|\,\|X\|\).

The derivative of the exponential is

\[
(e^{\Omega})'e^{-\Omega}
=\sum_{k=0}^{\infty}\frac{1}{(k+1)!}\,\mathrm{ad}_\Omega^k\,\Omega' .
\]

For \(\Omega=i\theta\sigma_z\), varied along \(i\sigma_x\), this derivative has norm \(|\sin\theta/\theta|\). For \(\|\Omega\|<\pi\) the series can be inverted, which gives Magnus' equation:

\[
\Omega'=\sum_{k=0}^{\infty}b_k\,\mathrm{ad}_\Omega^kA,\qquad
b_0=1,\quad b_1=-\tfrac12,\quad b_2=\tfrac1{12}.
\]

Conversely, a solution in that region gives \(e^{\Omega}=Y\). Here \(b_k=B_k/k!\), with \(B_k\) the Bernoulli numbers, are the coefficients of \(x/(e^x-1)\). The odd ones vanish beyond \(b_1\), because

\[
\frac{x}{e^x-1}+\frac x2
=\frac x2\,\frac{e^x+1}{e^x-1}
=\frac x2\coth\frac x2
\]

is even.

Replacing \(A\) by \(\lambda A\), where the number \(\lambda\) counts factors of \(A\) and is set to 1 at the end, and writing \(\Omega=\lambda\Omega_1+\lambda^2\Omega_2+\lambda^3\Omega_3+\dots\), we found

\[
\begin{aligned}
\Omega_1'&=A,\\
\Omega_2'&=-\tfrac12[\Omega_1,A],\\
\Omega_3'&=-\tfrac12[\Omega_2,A]+\tfrac1{12}[\Omega_1,[\Omega_1,A]] .
\end{aligned}
\]

With \(A_j=A(t_j)\) and \(t_1\) as the outer time, the first two terms are

\[
\Omega_1(t)=\int_0^tA_1\,dt_1 ,
\]

\[
\Omega_2(t)=\frac12\int_0^t\!dt_1\int_0^{t_1}\!dt_2\,[A_1,A_2] .
\]

The next task is to integrate the equation for \(\Omega_3\).

### The third term

Again let \(t_1\) be the outer time. The first contribution to \(\Omega_3'(t_1)\) is

\[
-\tfrac12[\Omega_2(t_1),A_1]
=-\frac14\int_0^{t_1}\!dt_2\int_0^{t_2}\!dt_3\,[[A_2,A_3],A_1]
=\frac14\int_0^{t_1}\!dt_2\int_0^{t_2}\!dt_3\,[A_1,[A_2,A_3]] .
\]

The second contribution contains two independent integrals, both from 0 to \(t_1\):

\[
\frac1{12}\int_0^{t_1}\!dt_2\int_0^{t_1}\!dt_3\,[A_2,[A_3,A_1]] .
\]

Divide this square into the triangles \(t_2>t_3\) and \(t_3>t_2\), and exchange the names \(t_2\) and \(t_3\) in the latter. The contribution becomes

\[
\frac1{12}\int_0^{t_1}\!dt_2\int_0^{t_2}\!dt_3
\left([A_2,[A_3,A_1]]+[A_3,[A_2,A_1]]\right).
\]

Jacobi's identity, which follows by writing out the twelve products, is

\[
[A_1,[A_2,A_3]]+[A_2,[A_3,A_1]]+[A_3,[A_1,A_2]]=0 .
\]

Since \([A_1,A_2]=-[A_2,A_1]\), it can be solved for the middle term:

\[
[A_2,[A_3,A_1]]=-[A_1,[A_2,A_3]]+[A_3,[A_2,A_1]] .
\]

The coefficient of \([A_1,[A_2,A_3]]\) is now \(\tfrac14-\tfrac1{12}=\tfrac16\), and that of \([A_3,[A_2,A_1]]\) is \(\tfrac1{12}+\tfrac1{12}=\tfrac16\). Therefore

\[
\Omega_3(t)=\frac16\int_0^t\!dt_1\int_0^{t_1}\!dt_2\int_0^{t_2}\!dt_3
\left([A_1,[A_2,A_3]]+[A_3,[A_2,A_1]]\right).
\]

For a generic complex \(3\times3\) matrix the three integrals agree with the coefficients of \(\log Y\) in powers of \(\lambda\), found without commutator formulas, to rounding error.

### Factors of \(i\), and unitarity

With \(A=-iH/\hbar\), the prefactors of the integrals over commutators of \(H\) are \(-i/\hbar\) for \(\Omega_1\), \(\tfrac12(-i/\hbar)^2=-1/(2\hbar^2)\) for \(\Omega_2\), and \(\tfrac16(-i/\hbar)^3=i/(6\hbar^3)\) for \(\Omega_3\).

If \(X^\dagger=-X\) and \(Z^\dagger=-Z\), then \([X,Z]^\dagger=Z^\dagger X^\dagger-X^\dagger Z^\dagger=ZX-XZ=-[X,Z]\). Each \(\Omega_n\) is built from \(A\) by commutators, real factors and integrals, so it is anti-Hermitian. Every truncated exponent thus gives a unitary propagator. This protects the norm of the state, but does not show that the state is accurate.

### When the series converges

Let \(s(t)=\int_0^t\|A(t')\|\,dt'\). We bound \(\Omega_n\) by \(c_ns^n\), with numbers \(c_n\) obtained from a scalar problem. Define

\[
g(x)=\sum_{k=0}^{\infty}|b_k|x^k,\qquad
\frac{dy}{ds}=g(2y),\qquad y=\sum_{n\ge1}c_ns^n .
\]

Matching powers determines the \(c_n\) one after another, and all are nonnegative. The order \(\lambda^n\) of Magnus' equation is a sum of terms \(b_k\,\mathrm{ad}_{\Omega_{n_1}}\cdots\mathrm{ad}_{\Omega_{n_k}}A\) with \(n_1+\dots+n_k=n-1\). Each commutator costs at most a factor \(2\|\Omega_{n_i}\|\). If the bound holds for lower orders, then \(\|\Omega_n'\|\le nc_ns^{n-1}\|A\|\), because the scalar equation contains the same sum. Since \(s'=\|A\|\), integration gives \(\|\Omega_n\|\le c_ns^n\).

To find \(g\) in closed form, put \(q(u)=1/u-\cot u\). From \((\cot u)'=-1-\cot^2u\) one finds \(q'+2q/u=1+q^2\). With \(q=\sum_{m\ge1}q_mu^{2m-1}\) this gives \(3q_1=1\), and for \(m>1\) it gives \((2m+1)q_m=\sum_{i+j=m}q_iq_j\), so every \(q_m\) is positive. Replacing \(x\) by \(ix\) in \((x/2)\coth(x/2)=\sum_mb_{2m}x^{2m}\) gives \((x/2)\cot(x/2)=\sum_m(-1)^mb_{2m}x^{2m}\). Its coefficients beyond the constant are therefore negative, and equal to \(-|b_{2m}|\). Adding the term \(|b_1|x=x/2\),

\[
g(x)=2+\frac x2-\frac x2\cot\frac x2 ,\qquad 0<x<2\pi .
\]

Let \(y_N\) be the sum of the first \(N\) terms of \(y\). For \(s\ge0\), its derivative contains some of the nonnegative terms of \(g(2y_N)\) and no others, so \(y_N'\le g(2y_N)\) while \(y_N<\pi\). Dividing by \(g(2y_N)\) and integrating,

\[
\int_0^{y_N(s)}\frac{dz}{g(2z)}\le s .
\]

Hence \(y_N\) cannot reach \(\pi\) before \(s\) reaches

\[
\xi=\int_0^\pi\frac{dz}{g(2z)}
=\frac12\int_0^{2\pi}\frac{dx}{g(x)}\approx1.0869 .
\]

For \(s<\xi\) the increasing sums \(y_N\) have a common bound below \(\pi\), and so they converge. The derivatives \(y_N'\) are bounded too. The series for \(\Omega\) and \(\Omega'\) then converge absolutely, uniformly up to any fixed \(s<\xi\), and the terms may be regrouped into Magnus' equation with \(\|\Omega\|<\pi\). Thus

\[
\int_0^t\|A(t')\|\,dt'<\xi
\]

is sufficient for the series to converge to an exponent of \(Y\). It is not necessary, and it can be far from sharp: for the sweep treated below, with \(H\) scaled up so that the integrated norm is 2, the series still converges.

For a Hamiltonian, adding a number \(c(t)\) times the unit matrix changes \(Y\) by a phase and leaves all commutators unchanged. Centring the spectrum at zero makes \(\|H\|\) half the spread between the highest and lowest eigenvalues. If that spread is at most \(\Delta E\), a step \(h<2\hbar\xi/\Delta E\) is covered by the proof. This guarantees convergence of the full series, not the accuracy of a few terms: for the sweep below, scaled so that the integrated norm is \(1.08\), two terms still leave an error of about \(0.03\) in the propagator.

### A linear sweep

Consider a two-level system with

\[
\frac{H}{\hbar}=\frac12\left(g_0\sigma_x+vt\,\sigma_z\right),\qquad 0<t<T .
\]

Here \(g_0\) is the coupling (listed as g in the numerical output) and \(v\) the sweep rate. Write \(A=-\tfrac i2\mathbf a\cdot\boldsymbol\sigma\) with \(\mathbf a=(g_0,0,vt)\), and \(\Omega=-\tfrac i2\mathbf w\cdot\boldsymbol\sigma\). From \([\mathbf a\cdot\boldsymbol\sigma,\mathbf b\cdot\boldsymbol\sigma]=2i(\mathbf a\times\mathbf b)\cdot\boldsymbol\sigma\) and \((-\tfrac i2)^2\,2i=-\tfrac i2\), each commutator becomes a cross product of vectors.

The first term is \(\mathbf w_1=(g_0T,0,vT^2/2)\). For the second, \(\mathbf a_1\times\mathbf a_2=(0,g_0v(t_1-t_2),0)\), and the ordered integral of \(t_1-t_2\) is \(\int_0^Tt_1^2/2\,dt_1=T^3/6\). Hence \(\mathbf w_2=(0,g_0vT^3/12,0)\).

For the third, \(\mathbf a_j\times(0,c,0)=(-vt_jc,0,g_0c)\). The two nested products add to

\[
\left(-g_0v^2[t_1t_2+t_2t_3-2t_1t_3],\;0,\;g_0^2v[2t_2-t_1-t_3]\right).
\]

Integration over \(t_3\) turns the first bracket into \(t_1t_2^2+\tfrac12t_2^3-t_1t_2^2=\tfrac12t_2^3\). The integrals over \(t_2\) and \(t_1\) then give \(t_1^4/8\) and \(T^5/40\). The other bracket gives \(\tfrac32t_2^2-t_1t_2\), whose integral over \(t_2\) is \(\tfrac12t_1^3-\tfrac12t_1^3=0\). With the factor \(\tfrac16\),

\[
\mathbf w_3=\left(-\frac{g_0v^2T^5}{240},0,0\right).
\]

Take \(g_0=2\) rad/µs, \(v=8\) rad/µs² and \(T=0.5\) µs. In radians, the nonzero components are

\[
\begin{aligned}
w_{1x}&=2(0.5)=1, & w_{1z}&=8(0.25)/2=1,\\
w_{2y}&=16(0.125)/12=0.1667, & w_{3x}&=-128(0.03125)/240=-0.0167 .
\end{aligned}
\]

The integrated norm is \(0.739\), below \(\xi\). The three terms add to \((0.9833,0.1667,1.0000)\), while the numerically converged propagator gives \((0.9824,0.1712,0.9999)\). The length of the error vector is \(0.172\), \(0.0182\) and \(0.0046\) rad after one, two and three terms. Most of the last error is the fourth term, whose \(y\) component is \(0.0044\) rad. When \(H\) is scaled from one quarter to one eighth of its original size, the three errors fall with observed powers close to 2, 3 and 4, as the first omitted terms require.

### A probability that first gets worse

Since \(e^{\Omega}=\cos(w/2)-i\sin(w/2)\,\mathbf w\cdot\boldsymbol\sigma/w\), with \(w=|\mathbf w|\), the transition probability between the two basis states is

\[
P=\frac{w_x^2+w_y^2}{w^2}\sin^2\frac w2 .
\]

One, two and three terms give \(0.2110\), \(0.2164\) and \(0.2100\); the converged value is also \(0.2100\) to four digits. The second term improves the exponent but worsens this probability.

Power counting explains it. For small \(w\), \(\sin^2(w/2)/w^2=\tfrac14-w^2/48+\dots\). At order \(\lambda^4\), the corrections to \(P\) from \(\mathbf w_2\) and \(\mathbf w_3\) are

\[
\tfrac14\left(w_{2y}^2+2w_{1x}w_{3x}\right)
\approx\tfrac14(0.0278-0.0333) .
\]

They have the same order and opposite signs. Keeping \(\mathbf w_2\) alone includes one member of a pair that nearly cancels. For this observable, the second and third terms belong together.

The third-order Dyson sum, which expands the propagator itself in powers of \(\lambda\), violates unitarity here: \(\|V^\dagger V-1\|=0.018\) for that sum \(V\). The truncated exponents are unitary to rounding error.

### Choosing the step and the number of terms

Shortening a time step \(h\) differs from weakening \(H\), because \(A\) also varies less within the step. Let \(A\) be twice continuously differentiable, with \(A(t)=A_0+tA_0'+O(h^2)\), where \(A_0\) and \(A_0'\) are taken at the start of the step. Then \([A_1,A_2]=(t_1-t_2)[A_0',A_0]+O(h^2)\), and

\[
\Omega_2=\frac{h^3}{12}[A_0',A_0]+O(h^4) .
\]

In \(\Omega_3\) the leading integrand is \((2t_2-t_1-t_3)[A_0,[A_0',A_0]]\). Its integral vanishes, as in the sweep, which leaves \(\Omega_3=O(h^5)\). The term \(\Omega_4\) is also \(O(h^5)\): it has four time integrals, and it vanishes for constant \(A\), which supplies another factor \(h\). The convergence bound makes the sum of all later terms \(O(h^5)\).

The error of the exponent per step is therefore \(O(h^3)\) with \(\Omega_1\) alone and \(O(h^5)\) with \(\Omega_1+\Omega_2\). Adding \(\Omega_3\) may reduce the error, but this estimate guarantees no higher power of \(h\) while \(\Omega_4\) is omitted. For anti-Hermitian \(X\) and \(Z\),

\[
e^X-e^Z=\int_0^1e^{uX}(X-Z)e^{(1-u)Z}\,du ,
\]

because the integrand is the \(u\)-derivative of \(e^{uX}e^{(1-u)Z}\). The outer factors are unitary, so \(\|e^X-e^Z\|\le\|X-Z\|\). Replacing the steps of a product one at a time shows that their errors at most add. Over a fixed total time the number of steps grows as \(1/h\), and the accumulated errors are \(O(h^2)\) and \(O(h^4)\).

These powers assume a smooth \(A\), and they assume that the time integrals in \(\Omega_1\) and \(\Omega_2\) are evaluated exactly or with an error no larger than \(O(h^5)\) per step; a midpoint value for \(\Omega_1\) already has an error \(O(h^3)\). If the Hamiltonian jumps, step boundaries should be placed at the jumps. In a step that contains a jump \(\Omega_3\) is only \(O(h^3)\), so a single such step lowers the accumulated error of \(\Omega_1+\Omega_2\) from \(O(h^4)\) to \(O(h^3)\). If it oscillates rapidly, \(h\) must resolve the oscillation before the powers are useful, even when the convergence condition already holds.

## Computed values

```
B_k/k!, k=0..6: 1, -1/2, 1/12, 0, -1/720, 0, 1/30240
generic 3x3 test, integrated norm s = 0.9000
error, derivative of exp: 4.7e-11
error, Bernoulli inverse: 4.9e-11
error, integrated Magnus equation: 8.1e-13
error, Omega_1 integral: 2.6e-16
error, Omega_2 integral: 2.9e-16
error, Omega_3 integral: 2.4e-16
derivative norm at i pi sigma_z: 5.1e-12
derivative norm at i pi sigma_z/2: 0.636620
convergence bound xi = 1.086869
xi estimated from comparison series = 1.0880
sweep: g = 2.0 rad/us, v = 8.0 rad/us^2, T = 0.5 us
sweep integrated norm s = 0.739471
w_1 (rad) = (1.000000, 0.000000, 1.000000)
w_2 (rad) = (0.000000, 0.166667, 0.000000)
w_3 (rad) = (-0.016667, 0.000000, 0.000000)
w_4 (rad), numerical = (-0.000000, 0.004365, 0.000000)
sum of three terms (rad) = (0.983333, 0.166667, 1.000000)
w converged (rad) = (0.982426, 0.171207, 0.999854)
transition probability, 1 term(s): 0.211014
transition probability, 2 term(s): 0.216356
transition probability, 3 term(s): 0.209996
transition probability, converged: 0.209953
error of w (rad) after 1, 2, 3 terms:
  H scaled by 1.0: 1.721e-01, 1.815e-02, 4.632e-03
  H scaled by 0.5: 4.200e-02, 2.128e-03, 2.768e-04
  H scaled by 0.25: 1.044e-02, 2.618e-04, 1.711e-05
  H scaled by 0.125: 2.605e-03, 3.260e-05, 1.067e-06
observed orders: 2.002, 3.006, 4.004
largest Magnus unitarity defect: 1.7e-16
third-order Dyson unitarity defect: 0.017986
```
